\section*{Barrier Mass and the Number of Bound Subbands in a Silicon Layer}

\section{The problem and the matching}

Q: You say that the barrier mass has no influence on how many subbands a silicon layer binds between two oxides. Yet that mass appears in the boundary condition. What model do you have in mind?

A: A silicon layer occupies $|z|<L/2$, with potential zero and confinement mass $m_w$. On both sides there is the same oxide, infinitely thick, with potential $V_0>0$ and mass $m_b$. The bands are flat, and for now the in-plane wave vector is zero. I treat one conduction-band valley at a time and do not count spin. In atomic units, with masses in units of the free-electron mass, the envelope $\psi$ obeys
\begin{equation}
-\frac12\frac{d}{dz}\left(\frac{1}{m(z)}\frac{d\psi}{dz}\right)+V(z)\psi=E\psi .
\label{eq:H}
\end{equation}

Q: Where does the boundary condition come from?

A: From integrating (\ref{eq:H}) over a short interval around an interface at $z_0$:
\begin{equation}
\left.\frac{\psi'}{m}\right|_{z_0+\epsilon}-\left.\frac{\psi'}{m}\right|_{z_0-\epsilon}
=2\int_{z_0-\epsilon}^{z_0+\epsilon}(V-E)\psi\,dz .
\end{equation}
The integrand is finite, so the right side vanishes with $\epsilon$, and $\psi'/m$ is continuous. Since $\psi'$ is then finite on both sides, $\psi$ is continuous too. This is BenDaniel--Duke matching.

Q: Which energies can be bound?

A: Multiply (\ref{eq:H}) by $\psi^*$ and integrate by parts. For a normalized bound state,
\begin{equation}
E=\int\left(\frac{|\psi'|^2}{2m}+V|\psi|^2\right)dz>0 .
\end{equation}
For $E>V_0$ the solution oscillates in the oxide, and at $E=V_0$ it is a straight line there. Neither can be normalized. Hence $0<E<V_0$, and I define
\begin{equation}
k=\sqrt{2m_wE},\qquad \kappa=\sqrt{2m_b(V_0-E)} .
\end{equation}
The structure is symmetric and a bound state in one dimension is nondegenerate, so each state is even or odd.

For an even state take $\psi=A\cos kz$ in the silicon and $\psi=Be^{-\kappa(z-L/2)}$ on the right. The two conditions at $z=L/2$ are
\begin{align}
A\cos(kL/2)&=B, & -\frac{k}{m_w}A\sin(kL/2)&=-\frac{\kappa}{m_b}B .
\end{align}
For an odd state the cosine becomes a sine:
\begin{align}
A\sin(kL/2)&=B, & \frac{k}{m_w}A\cos(kL/2)&=-\frac{\kappa}{m_b}B .
\end{align}
Dividing the second condition by the first in each pair gives
\begin{equation}
\tan\frac{kL}{2}=r\ \text{(even)},\qquad
-\cot\frac{kL}{2}=r\ \text{(odd)},\qquad
r=\frac{m_w\kappa}{m_bk}>0 .
\label{eq:parity}
\end{equation}

\section{Counting the roots}

Q: So $m_b$ is in both equations. Change it and the roots move. Why should their number stay the same?

A: It helps to put both parities into one equation. The even condition says $kL/2=j\pi+\arctan r$ with integer $j$. Because $-\cot\theta=\tan(\theta-\pi/2)$, the odd condition says $kL/2=\pi/2+j\pi+\arctan r$. Since $kL>0$ and $\arctan r<\pi/2$, negative $j$ is excluded. Doubling both and numbering the states in order gives
\begin{equation}
kL=(n-1)\pi+2\arctan\frac{m_w\kappa}{m_bk},\qquad n=1,2,3,\ldots
\label{eq:phase}
\end{equation}
Odd $n$ are even states, and even $n$ are odd states.

Let $k_0=\sqrt{2m_wV_0}$ be the wave number in silicon at the barrier edge, and define
\begin{equation}
F_n(k)=kL-(n-1)\pi-2\arctan r(k),\qquad 0<k<k_0 .
\end{equation}
As $k$ rises, $\kappa$ falls, so $r$ falls and $F_n$ rises strictly. There is at most one root for each $n$. At the ends of the interval,
\begin{equation}
F_n(0^+)=-n\pi<0,\qquad F_n(k_0^-)=k_0L-(n-1)\pi .
\label{eq:ends}
\end{equation}
A root exists if and only if the second value is positive, that is, if $n-1<k_0L/\pi$. The number of such positive integers $n$ is
\begin{equation}
N=\lceil x\rceil,\qquad x=\frac{k_0L}{\pi}=\frac{L\sqrt{2m_wV_0}}{\pi}.
\label{eq:N}
\end{equation}
The barrier mass enters through $\kappa/m_b$, which vanishes at $E=V_0$ for any finite $m_b>0$. The existence of a root is decided at that energy.

Q: What if $x$ is an integer?

A: The next state is then exactly at threshold. It is constant in both oxides, cannot be normalized, and is not counted. The ceiling function handles this correctly.

Q: I would like to see this without the algebra of roots.

A: Take $E=V_0$ and start with $\psi=1$ throughout the left oxide. Let $s$ be the distance from the left interface. In the silicon $\psi=\cos k_0s$. In the right oxide $\psi$ is a straight line whose slope follows from continuity of $\psi'/m$:
\begin{equation}
\psi=\cos k_0L-\frac{m_b}{m_w}k_0\sin(k_0L)\,(s-L).
\end{equation}
For noninteger $x$ this line vanishes at
\begin{equation}
s-L=\frac{m_w}{m_bk_0}\cot k_0L .
\end{equation}
The zero lies in the oxide if the cotangent is positive. The barrier mass changes its distance from the interface but cannot change the sign of that distance.

The zeros of this solution count the bound states. To see why, follow the solution that decays into the left oxide as $E$ rises from zero to $V_0$. At $E=0$ it has no zeros. As $E$ rises, its zeros move left, and a new one enters from infinity on the right each time $E$ passes a bound level, because the growing part in the right oxide then changes sign. At $E=V_0$ the number of zeros is therefore the number of bound levels passed.

Now count zeros for $N-1<x<N$. In the first half of this range the silicon contains $N-1$ zeros and the oxide one. In the second half the silicon contains $N$ and the oxide none. At the midpoint the last zero sits on the interface. The total is $N$ throughout, in agreement with (\ref{eq:N}).

\section{Extreme masses and weak binding}

Q: I can break this. Let $m_b\to0$. Then $\kappa/m_b$ diverges, the walls become hard, and the levels are at $k=n\pi/L$. Fewer than $N$ of those lie below $V_0$.

A: The hard-wall levels do number $N-1$. The missing state has moved up to the barrier edge. Write
\begin{equation}
r=\frac{m_w}{k}\sqrt{\frac{2(V_0-E)}{m_b}} .
\label{eq:r}
\end{equation}
At fixed $k<k_0$, $r\to\infty$ as $m_b\to0$, so (\ref{eq:phase}) gives $k_n\to n\pi/L$ whenever that value is below $k_0$. For $n=N$ it is not, and $k_N\to k_0$. For each nonzero $m_b$ the state is still bound, though perhaps very weakly.

In the opposite limit, $m_b\to\infty$, $r\to0$ and $k_n\to(n-1)\pi/L$. The envelope then has zero slope at the silicon edges. Between the limits, (\ref{eq:r}) shows that raising $m_b$ at fixed $k$ lowers $r$ and raises $F_n$, so each root moves down. The energies depend on barrier mass even though their number does not.

Q: How weakly can the last state be bound?

A: Let $\delta=k_0L-(N-1)\pi$ be small and let $B=V_0-E$ be the binding energy of the top state. From $k=k_0\sqrt{1-B/V_0}$,
\begin{equation}
kL-(N-1)\pi\simeq\delta-\frac{k_0LB}{2V_0}.
\label{eq:correction}
\end{equation}
Since $B$ will turn out to be of order $\delta^2$, the last term is dropped at leading order. On the other side of (\ref{eq:phase}), $2\arctan r\simeq2m_w\kappa/(m_bk_0)$. Therefore
\begin{align}
\kappa&\simeq\frac{m_bk_0\delta}{2m_w},\\
B=\frac{\kappa^2}{2m_b}&\simeq\frac{m_bk_0^2\delta^2}{8m_w^2}
=V_0\frac{m_b}{m_w}\left(\frac{\delta}{2}\right)^2 ,
\label{eq:B}
\end{align}
where the last step uses $k_0^2=2m_wV_0$. Near threshold a light barrier mass gives a small binding energy and a long tail, since the decay length is $1/\kappa$.

\section{Numbers for a thin layer}

Q: Put in numbers, and choose a case in which the count is small enough to matter.

A: Take $L=3$ nm, $V_0=0.3$ eV and $m_b=0.3$. These are rough values in the regime of tantalum-oxide gate dielectrics, whose conduction-band offset to silicon is small. In a (001) silicon layer, two valleys have a confinement mass of about 0.92 and four have about 0.19. I call the two sets of levels the heavy and light ladders, and I use one offset and one barrier mass for both.

With $\hbar^2/(2m_e)=0.0381$ eV\,nm$^2$, the light ladder has
\begin{equation}
k_0=\sqrt{\frac{0.19\times0.3}{0.0381}}=1.223\ \text{nm}^{-1},\qquad
x=\frac{1.223\times3}{\pi}=1.168 ,
\end{equation}
so $N=2$. The levels are 0.078 and 0.281 eV above the bottom of the well. The heavy ladder has $k_0=2.69$ nm$^{-1}$, $x=2.57$ and $N=3$.

The second light level appears when $k_0L=\pi$:
\begin{equation}
L_2=\frac{\pi}{1.223\ \text{nm}^{-1}}=2.57\ \text{nm}=25.7\ \text{\AA}.
\end{equation}
In this model that width is the same for any barrier mass.

Q: And if I do vary the barrier mass?

A: With $L$, $V_0$ and $m_w$ held fixed, masses of 0.1, 0.3 and 1.0 all leave two light levels. The binding energy of the second is 0.009, 0.019 and 0.034 eV respectively.

The count was also tested by diagonalizing (\ref{eq:H}) on a grid for 54 combinations: three pairs of $V_0$ and $m_w$, six values of $x$ from 0.3 to 3.3, and barrier masses 0.05, 0.3 and 5. Each box was closed once with hard outer walls and once with zero-flux walls. Both gave $\lceil x\rceil$ in every case.

Q: Does your weak-binding formula give 0.019 eV?

A: No. Here $\delta=0.528$, and (\ref{eq:B}) gives
\begin{equation}
B\simeq0.3\times\frac{0.3}{0.19}\times(0.264)^2=0.033\ \text{eV},
\end{equation}
about 73\% above the solved value. The neglected term in (\ref{eq:correction}) is the main reason. The actual wave number is 1.184 nm$^{-1}$, so $kL-\pi=0.410$, not 0.528. Keeping the tangent and the actual $k$ in (\ref{eq:phase}) gives
\begin{equation}
B=V_0\frac{m_b}{m_w}\left(\frac{k}{k_0}\right)^2
\tan^2\frac{kL-\pi}{2}\simeq0.019\ \text{eV}.
\end{equation}
The leading-order formula needs the correction in (\ref{eq:correction}) to be small compared with $\delta$. By (\ref{eq:B}) this means $k_0L(m_b/m_w)\delta/8\ll1$. Here that quantity is about 0.38.

\section{Motion along the layer}

Q: A subband is more than its bottom. Electrons also move along the layer. Does your count survive?

A: Not in general. Suppose the in-plane wave vector $q$, measured from the valley centre, is conserved across smooth interfaces, and that the oxide band has its minimum at the same in-plane wave vector as the valley. For the light valleys, which are centred far from zero in-plane wave vector, the second assumption is a simplification: an oxide minimum at zero would give them a higher barrier that depends on $m_b$ even at $q=0$. Let $m_\parallel$ be the silicon mass along $q$, and let the oxide mass be isotropic. The in-plane kinetic energy is $q^2/(2m_\parallel)$ in silicon and $q^2/(2m_b)$ in the oxide. Measured from the shifted well bottom, the barrier height is
\begin{equation}
V_{\rm eff}(q)=V_0+\frac{q^2}{2}\left(\frac1{m_b}-\frac1{m_\parallel}\right).
\label{eq:Veff}
\end{equation}
For $V_{\rm eff}>0$ the earlier derivation holds with $V_0$ replaced by $V_{\rm eff}$, so
\begin{equation}
N(q)=\left\lceil\frac{L\sqrt{2m_wV_{\rm eff}(q)}}{\pi}\right\rceil .
\end{equation}
The barrier mass is now in the count. If $m_b>m_\parallel$, the effective barrier falls with $q$, and a subband can run into the oxide continuum. If $m_b=m_\parallel$, the dependence on $q$ disappears.

Q: Does that happen in your example?

A: With parabolic bands, yes, for the second light subband along the direction with $m_\parallel=0.19$. It ends when $V_{\rm eff}$ falls to $\pi^2/(2m_wL^2)$. In eV and nm,
\begin{align}
\frac{0.0381\,\pi^2}{0.19\times3^2}&=0.220\ \text{eV},\\
q_{\rm end}^2&=\frac{0.300-0.220}
{0.0381\,(1/0.19-1/0.3)}\ \text{nm}^{-2},
\end{align}
which gives $q_{\rm end}=1.04$ nm$^{-1}$. Diagonalization finds two bound states at $0.8q_{\rm end}$ and one at $1.2q_{\rm end}$. At that larger $q$, changing $m_b$ from 0.3 to 0.1 restores the second state.

At $q_{\rm end}$ the subband meets the oxide edge, which lies at $0.300+0.0381\,q_{\rm end}^2/0.3=0.438$ eV. That is 0.157 eV above the subband's own bottom at 0.281 eV, about six times $k_BT$ at 300 K. The loss would therefore concern only the thermal tail of an equilibrium population. It also depends on the parabolic form, because 0.44 eV is far up the silicon band. If the silicon kinetic energy obeys $E(1+\alpha E)=(k^2+q^2)/(2m_w)$ with $\alpha=0.5$ eV$^{-1}$, the second light subband stays below the oxide edge at every $q$. In an empirical pseudopotential band of silicon, the state with $k=\pi/L$ lies 0.09 eV below the oxide edge at $q=0$ and about 0.19 eV below it at $q=1.04$ nm$^{-1}$. The value of $q_{\rm end}$ illustrates (\ref{eq:Veff}); it is not a prediction for silicon. Within this model, the statement that barrier mass does not affect the count belongs to subband bottoms.

\section{An interfacial oxide}

Q: A deposited oxide on silicon can have a thin silicon-oxide layer underneath. Is the barrier still uniform enough?

A: That layer changes the argument. Let it have thickness $t$, mass $m_i$ and height $V_i>V_0$ on both sides. At $E=V_0$ the threshold envelope is constant in the outer oxide, so its slope vanishes at the outer face of the interlayer. With $u$ measured from that face towards the silicon, it is proportional to $\cosh\kappa_iu$, where $\kappa_i=\sqrt{2m_i(V_i-V_0)}$. At the silicon face, the outward decay ratio $g=-\psi'/(m\psi)$ on the right side is
\begin{equation}
g=\frac{\kappa_i}{m_i}\tanh\kappa_it .
\end{equation}
This takes the place of $\kappa/m_b$ at threshold and does not vanish. The condition for state $n$ to exist becomes
\begin{equation}
k_0L>(n-1)\pi+2\arctan\frac{m_wg}{k_0}.
\label{eq:inter}
\end{equation}

Q: You counted roots earlier by using a ratio that falls with energy. Does that still hold?

A: Yes. In the right barrier let $y=-\psi'/(m\psi)$. Differentiating and using (\ref{eq:H}) gives $y'=my^2-2(V-E)$. Going inward reverses the sign:
\begin{equation}
-\frac{dy}{dz}=2(V-E)-my^2 .
\end{equation}
A higher $E$ lowers both the starting value $\kappa/m_b$ and the source term. Two such solutions cannot cross on the way in, because at equal $y$ the lower-energy one has the larger inward growth. Thus $y$ at the silicon face falls with energy, and the root count goes through.

The mass of the outer oxide is absent from (\ref{eq:inter}), but the interlayer mass is present. Even the first state now needs a minimum width.

Q: Is the effect large?

A: With $V_i=3$ eV, $t=0.5$ nm and $m_i=0.5$, the 3 nm layer keeps one light level instead of two and two heavy levels instead of three. For the second light level, the critical width is 4.48 nm if $m_i=0.3$ and 4.16 nm if $m_i=0.8$. A layer 4.3 nm wide therefore has one light level in the first case and two in the second. Diagonalization confirms both counts.

\section{Beside a real gate stack}

Q: Then what would you tell someone designing a device?

A: The 0.3 eV offset is low for a gate oxide; hafnium oxide has roughly 1.5 eV. A 3 nm layer is also thin. The assumption of a uniform barrier matters here: the interfacial oxide above removes one level from each ladder and moves the critical width from 2.57 nm to more than 4 nm. The offset itself matters as well. With the other inputs fixed and no interlayer, 0.2 eV leaves one light level and 0.4 eV leaves two. A width chosen from (\ref{eq:N}) presupposes flat and parabolic bands, a uniform and very thick barrier, and a well-known offset.

Q: A gate is there to apply a field. What does that do?

A: A field of 0.5 MV/cm in the silicon changes the potential by 0.15 eV across the layer, half the offset. With rough permittivities of 12 and 25, the oxide field is 0.24 MV/cm, about 6\% of a rough breakdown field of 4 MV/cm. Breakdown is thus not the first concern. But the drop across 5 nm of oxide is 0.12 eV, far more than the 0.019 eV binding of the second light level. The heavy ladder is affected too. Measured from the potential at the middle of the silicon, the far side of the lowered oxide lies at $0.30-0.075-0.12=0.105$ eV, below the flat-band energies of the second and third heavy levels, 0.13 and 0.26 eV. None of these levels is then strictly bound, but they fare differently. At the lowered interface the barrier is $0.30-0.075=0.225$ eV. If the potential stays at 0.105 eV beyond the oxide, the second light and third heavy levels, which lie above 0.225 eV, broaden to roughly 0.1 eV. The second heavy level remains a sharp resonance near 0.13 eV, about 0.5 meV wide.

Q: Even without a field, 5 nm is not infinite.

A: The second light level has a decay length of 2.6 nm. Replacing a hard wall by a zero-flux wall beyond 5 nm of oxide shifts it by 1.9 meV, a tenth of its binding energy. The same change shifts the first level by about $3\times10^{-7}$ eV. These shifts measure sensitivity to the outer boundary; they are not leakage rates.

Q: Is the second light level occupied at room temperature?

A: Hardly, in a dilute equilibrium population. Its Boltzmann factor relative to the lowest heavy level is about $7\times10^{-5}$ per state. Its binding energy is also below $k_BT=0.026$ eV.

Q: Do you trust parabolic bands up to 0.3 eV?

A: For the light ladder, as a first estimate. If $k^2/(2m_w)=E(1+\alpha E)$ with $\alpha=0.5$ eV$^{-1}$, $x$ rises from 1.17 to 1.25, which leaves $\lceil x\rceil=2$. Counts close to a threshold are less safe: the same $\alpha$ takes $x$ at the 0.2 eV offset from 0.95 to 1.00, and lowers the critical width for $m_i=0.3$ from 4.48 nm to about 4.2 nm, below the 4.3 nm of that example. An empirical pseudopotential band raises the light $x$ by less, 2 to 3\%. For the heavy ladder the zone boundary looks like an obstacle. The valley minimum is roughly 1.7 nm$^{-1}$ from it, where the parabolic energy is only about 0.12 eV, and the second and third heavy levels have wave numbers of 1.78 and 2.50 nm$^{-1}$. But along the valley axis of unstrained silicon the two lowest conduction bands cross at the boundary without a gap, so the valley continues through it. An empirical pseudopotential band gives 0.25 and 0.27 eV at 2.50 nm$^{-1}$ on either side of the minimum, against 0.26 eV for the parabola, and changes $x$ by less than 0.01, so the count of three subband bottoms survives this test. Shear strain, or in-plane motion off the cubic axes, couples the two bands, and a single parabola is then not enough. Valley mixing, strain, image forces and disorder are also left out. The numerical output lists the remaining digits.

\section*{Computed results}
\begin{verbatim}
hbar^2/(2 m_e) = 0.038100 eV nm^2
Inputs: offset 0.30 eV, width 3.00 nm, barrier mass 0.30
Count cases checked by diagonalization: 54
light: mass 0.19, k0 1.2231 1/nm, x 1.1680, N 2
light levels (eV): 0.0775, 0.2809
light wave numbers (1/nm): 0.622, 1.184
heavy: mass 0.92, k0 2.6915 1/nm, x 2.5702, N 3
heavy levels (eV): 0.0344, 0.1316, 0.2589
heavy wave numbers (1/nm): 0.912, 1.783, 2.500
Light second-level critical width = 2.5685 nm = 25.685 angstrom
Light ladder with varied barrier mass:
 mb 0.1: N 2, E1 0.1045 eV, E2 0.2911 eV, binding2 0.0089 eV
 mb 0.3: N 2, E1 0.0775 eV, E2 0.2809 eV, binding2 0.0191 eV
 mb 1.0: N 2, E1 0.0518 eV, E2 0.2656 eV, binding2 0.0344 eV
Light delta = 0.5278 rad; weak-binding estimate = 0.0330 eV
Second light subband ends at q = 1.0437 1/nm; in-plane well energy 0.2185 eV
N at 0.8 q_end, 1.2 q_end (mb 0.3): 2, 1
N at the same 1.2 q_end with mb 0.1: 2
Offset 0.2 eV: light N 1, heavy N 3
Offset 0.4 eV: light N 2, heavy N 3
Interlayer: height 3.0 eV, thickness 0.5 nm
 light N with interlayer mass 0.5: 1
 heavy N with interlayer mass 0.5: 2
 interlayer mass 0.3: critical width 4.477 nm, light N at 4.3 nm 1
 interlayer mass 0.8: critical width 4.155 nm, light N at 4.3 nm 2
Oxide thickness for tunnelling check = 5.0 nm
 light level 1: decay length 0.756 nm, outer-wall spread 3.36e-07 eV
 light level 2: decay length 2.579 nm, outer-wall spread 1.91e-03 eV
Rough permittivities: silicon 12, oxide 25
Field: silicon 0.50, oxide 0.24 MV/cm
Rough oxide breakdown 4.0 MV/cm; field fraction 0.060
Field drop: silicon 0.150 eV, oxide 0.120 eV
Temperature 300 K: kT = 0.0259 eV
Boltzmann factor, light level 2 to heavy level 1 = 7.24e-05
Nonparabolicity 0.5 1/eV changes light x from 1.168 to 1.253
Rough valley-to-zone-boundary distance = 1.736 1/nm
Heavy parabolic energy at that distance = 0.125 eV
\end{verbatim}
